# Nuclear exponents of scalar-relativistic p functions and the missing p1/2 behaviour: a numerical check

```python
"""
Result under test: near a point nucleus the scalar-relativistic large radial
function P = r*g starts as r**s, s = sqrt(l(l+1) + 1 - (Z*alpha)**2), whereas
the Dirac function starts as r**gamma, gamma = sqrt(kappa**2 - (Z*alpha)**2).
Thus scalar p vanishes in g like p3/2 and lacks the divergence of p1/2.
Hartree atomic units: c = 1/alpha, E = energy without rest energy,
M = 1 + (E-V)/(2c^2), Q = small radial function, kappa = 1 for p1/2, -2 for p3/2.
Scalar-relativistic = small component eliminated, spin-orbit term dropped.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gammainc

alpha = constants.fine_structure
c = 1.0 / alpha
bohr = constants.physical_constants["Bohr radius"][0]


def check_elimination():
    """Both first-order systems must give the stated second-order equations."""
    r, cc, E, k, l = sp.symbols("r c E kappa l")
    V, P = sp.Function("V")(r), sp.Function("P")(r)
    M = 1 + (E - V) / (2 * cc**2)
    dlogM = sp.diff(M, r) / M
    dP = sp.diff(P, r)
    common = (sp.diff(P, r, 2) - dlogM * (dP - P / r) + 2 * M * (E - V) * P)
    Q = (dP + k * P / r) / (2 * M * cc)
    dirac = 2 * M * cc * (sp.diff(Q, r) - k * Q / r + (E - V) * P / cc)
    stated = common - k * (k + 1) * P / r**2 - (k + 1) * dlogM * P / r
    assert sp.simplify(dirac - stated) == 0
    Q = (dP - P / r) / (2 * M * cc)
    scalar = 2 * M * cc * (sp.diff(Q, r) + Q / r + (E - V) * P / cc
                           - l * (l + 1) * P / (2 * M * cc * r**2))
    assert sp.simplify(scalar - (common - l * (l + 1) * P / r**2)) == 0
    # weights 2j+1: 2l for kappa = l, and 2l+2 for kappa = -(l+1)
    total = 4 * l + 2
    mean_square = (2 * l * l**2 + (2 * l + 2) * (l + 1)**2) / total
    assert sp.simplify(mean_square - (l * (l + 1) + 1)) == 0
    mean_spin_orbit = (2 * l * (l + 1) + (2 * l + 2) * (-l)) / total
    assert sp.simplify(mean_spin_orbit) == 0


def make_rhs(Z, E, kind, number, radius):
    """Derivatives of P, Q and the integral of P^2 with respect to ln r."""
    def rhs(x, y):
        r = np.exp(x)
        if r >= radius:
            V = -Z / r
        else:
            V = -Z * (3 - (r / radius)**2) / (2 * radius)
        mass = 2 * c + (E - V) / c
        P, Q = y[0], y[1]
        if kind == "dirac":
            dP = -number * P + mass * r * Q
            dQ = number * Q + r * (V - E) / c * P
        else:
            dP = P + mass * r * Q
            dQ = -Q + (number * (number + 1) / (mass * r)
                       + r * (V - E) / c) * P
        return [dP, dQ, P * P * r]
    return rhs


def outward(Z, E, kind, number, radii, radius=0.0):
    """Start from arbitrary data; the regular solution outgrows the other."""
    start = 1e-7 * radius if radius > 0 else 1e-12
    rhs = make_rhs(Z, E, kind, number, radius)
    x = np.log(np.array(radii, dtype=float))
    sol = solve_ivp(rhs, (np.log(start), x[-1]), [1.0, 1.0, 0.0],
                    method="DOP853", t_eval=x, rtol=1e-10, atol=1e-20)
    assert sol.success
    slopes = np.array([rhs(xi, yi)[0] / yi[0] for xi, yi in zip(x, sol.y.T)])
    return sol.y, slopes


def inward(Z, E, kind, number, r_match, radius=0.0):
    """Integrate the decaying solution from far outside to r_match."""
    rhs = make_rhs(Z, E, kind, number, radius)
    decay = np.sqrt(-2 * E * (1 + E / (2 * c**2)))
    first = [1.0, -decay / (2 * c + E / c), 0.0]
    sol = solve_ivp(rhs, (np.log(60.0 / Z), np.log(r_match)), first,
                    method="DOP853", rtol=1e-10, atol=1e-20)
    assert sol.success
    return sol.y[:, -1]


def bound_2p(Z, kind, number, radii, radius=0.0):
    """Energy, local exponents and inner norm fractions of the 2p level."""
    r_match = 4.0 / Z

    def mismatch(E):
        a = outward(Z, E, kind, number, [r_match], radius)[0][:, -1]
        b = inward(Z, E, kind, number, r_match, radius)
        return ((a[0] * b[1] - a[1] * b[0])
                / (np.hypot(a[0], a[1]) * np.hypot(b[0], b[1])))

    E = brentq(mismatch, -0.156 * Z**2, -0.110 * Z**2, xtol=1e-7)
    y, slopes = outward(Z, E, kind, number, list(radii) + [r_match], radius)
    b = inward(Z, E, kind, number, r_match, radius)
    norm = y[2, -1] - b[2] * (y[0, -1] / b[0])**2
    return E, slopes[:-1], y[2, :-1] / norm


check_elimination()

# Exponents measured from the differential equations for several charges
print("Exponents of P measured at r = 1e-8 bohr (dimensionless)")
print("  Z   Z*alpha   p1/2     scalar p  p3/2")
for Z in (1, 20, 50, 80):
    zeta = Z * alpha
    E = -Z**2 / 8.0
    # at r = 1e-8 the next order in r/r_M is at most about 4e-4 (for Z = 1)
    tolerance = 2e-8 / (Z / (2 * c**2)) + 1e-5
    for l in (0, 1, 2):
        slope = outward(Z, E, "scalar", l, [1e-8])[1][0]
        assert abs(slope - np.sqrt(l * (l + 1) + 1 - zeta**2)) < tolerance
    found = {}
    for kappa in (1, -2):
        y, slope = outward(Z, E, "dirac", kappa, [1e-8])
        found[kappa] = slope[0]
        gamma = np.sqrt(kappa**2 - zeta**2)
        assert abs(slope[0] - gamma) < tolerance
        if Z == 80:
            ratio = y[1, 0] / y[0, 0]
            assert abs(ratio - (gamma + kappa) / zeta) < 1e-3
            found["ratio", kappa] = ratio
    sp_slope = outward(Z, E, "scalar", 1, [1e-8])[1][0]
    other = outward(Z, 4 * E, "scalar", 1, [1e-8])[1][0]
    assert abs(sp_slope - other) < 1e-5
    assert sp_slope - found[1] > 2 * (found[-2] - sp_slope) > 0
    print(f"{Z:4d}  {zeta:.5f}  {found[1]:.4f}   {sp_slope:.4f}    {found[-2]:.4f}")
print(f"Z=80, Q/P at the nucleus, p1/2: {found['ratio', 1]:.3f}")
print(f"Z=80, Q/P at the nucleus, p3/2: {found['ratio', -2]:.3f}")

# Weak-field limit: the ordinary r^2 law returns outside r_M
outer = outward(1, -0.125, "scalar", 1, [3e-3])[1][0]
assert abs(outer - 2) < 0.02
print(f"Z=1, r_M = {1 / (2 * c**2):.3e} bohr")
print(f"Z=1, scalar p exponent at r = 3e-3 bohr: {outer:.4f}")

# Worked example: 2p level of the one-electron ion with Z = 80
Z = 80
zeta = Z * alpha
radii = [1e-8, 1e-5, 1e-4, 1e-3, 1e-2]
cases = {"p1/2": ("dirac", 1), "scalar p": ("scalar", 1), "p3/2": ("dirac", -2)}
point = {name: bound_2p(Z, *case, radii) for name, case in cases.items()}

gamma1, gamma2 = np.sqrt(1 - zeta**2), np.sqrt(4 - zeta**2)
closed_half = c**2 * (np.sqrt((1 + gamma1) / 2) - 1)
closed_three = c**2 * (gamma2 / 2 - 1)
assert abs(point["p1/2"][0] - closed_half) < 1e-3
assert abs(point["p3/2"][0] - closed_three) < 1e-3
closed_weight = gammainc(2 * gamma2 + 1, Z * np.array(radii[2:]))
assert np.allclose(point["p3/2"][2][2:], closed_weight, rtol=1e-5, atol=0)
E_half, E_scalar, E_three = (point[name][0] for name in cases)
assert E_half < E_scalar < E_three
assert E_three - E_scalar < E_scalar - E_half

print(f"Z=80, c = {c:.6f} a.u., r_M = {Z / (2 * c**2):.4e} bohr")
print("Z=80 point nucleus, 2p energies (hartree)")
for name in cases:
    print(f"  {name:9s} {point[name][0]:.3f}")
print("Z=80 point nucleus, local exponent d ln P / d ln r")
print("  r (bohr)   p1/2     scalar p  p3/2")
for i, r in enumerate(radii):
    a, b, d = (point[name][1][i] for name in cases)
    print(f"  {r:.0e}     {a:.4f}   {b:.4f}    {d:.4f}")
print("Z=80 point nucleus, fraction of large-component norm inside r")
print("  r (bohr)   p1/2        scalar p    p3/2")
for i in (2, 3, 4):
    a, b, d = (point[name][2][i] for name in cases)
    assert a > b > d
    print(f"  {radii[i]:.0e}     {a:.3e}   {b:.3e}   {d:.3e}")
for i in (2, 3):
    ratio = point["p1/2"][2][i] / point["scalar p"][2][i]
    print(f"  p1/2 : scalar p fraction ratio at {radii[i]:.0e} bohr: {ratio:.2f}")

# Uniformly charged nucleus of finite radius
nuclear_fm = 7.0
R = nuclear_fm * constants.femto / bohr
print(f"Uniform nucleus, chosen radius: {nuclear_fm:.1f} fm = {R:.4e} bohr")
print("  state      E (hartree)  exponent 0.01R  exponent 5R  fraction inside R")
finite = {}
for name in ("p1/2", "scalar p"):
    E, slopes, parts = bound_2p(Z, *cases[name], [0.01 * R, R, 5 * R], R)
    assert abs(slopes[0] - 2) < 1e-3
    finite[name] = parts[1]
    print(f"  {name:9s}  {E:.3f}     {slopes[0]:.4f}          "
          f"{slopes[2]:.4f}       {parts[1]:.3e}")
ratio = finite["p1/2"] / finite["scalar p"]
assert ratio > 5
print(f"  p1/2 : scalar p fraction ratio inside R: {ratio:.2f}")
print("PASS")
```

Running it gives:

```
Exponents of P measured at r = 1e-8 bohr (dimensionless)
  Z   Z*alpha   p1/2     scalar p  p3/2
   1  0.00730  1.0002   1.7321    2.0000
  20  0.14595  0.9893   1.7259    1.9947
  50  0.36487  0.9311   1.6932    1.9664
  80  0.58379  0.8119   1.6307    1.9129
Z=80, Q/P at the nucleus, p1/2: 3.104
Z=80, Q/P at the nucleus, p3/2: -0.149
Z=1, r_M = 2.663e-05 bohr
Z=1, scalar p exponent at r = 3e-3 bohr: 1.9941
Z=80, c = 137.035999 a.u., r_M = 2.1301e-03 bohr
Z=80 point nucleus, 2p energies (hartree)
  p1/2      -904.848
  scalar p  -840.848
  p3/2      -817.807
Z=80 point nucleus, local exponent d ln P / d ln r
  r (bohr)   p1/2     scalar p  p3/2
  1e-08     0.8119   1.6307    1.9129
  1e-05     0.8145   1.6310    1.9125
  1e-04     0.8369   1.6337    1.9089
  1e-03     1.0009   1.6459    1.8729
  1e-02     1.1419   1.4100    1.5129
Z=80 point nucleus, fraction of large-component norm inside r
  r (bohr)   p1/2        scalar p    p3/2
  1e-04     6.897e-09   8.806e-12   8.444e-13
  1e-03     3.903e-06   1.663e-07   5.327e-08
  1e-02     6.366e-03   2.744e-03   1.978e-03
  p1/2 : scalar p fraction ratio at 1e-04 bohr: 783.24
  p1/2 : scalar p fraction ratio at 1e-03 bohr: 23.46
Uniform nucleus, chosen radius: 7.0 fm = 1.3228e-04 bohr
  state      E (hartree)  exponent 0.01R  exponent 5R  fraction inside R
  p1/2       -904.821     1.9999          0.9809       5.007e-09
  scalar p   -840.848     2.0000          1.6446       2.469e-11
  p1/2 : scalar p fraction ratio inside R: 202.81
PASS
```
